# A conservative implicit solver for in-phase step meandering without desorption

How thick a film can be grown on a vicinal surface before its steps become strongly wavy? A simulation used to set that thickness must get two things right: the growth rate of a small meander, because an error there enters an exponential, and the mean step position, because without desorption the deposited amount fixes it. The second requirement can be met exactly by the way the equation is discretized.

## The balance that the scheme must keep

Consider identical steps separated by $l$ along $z$, each displaced by $\zeta(x,t)$ in a frame moving at speed $V_0$. At one instant a step lies at $z=\zeta$, its lower terrace occupies $\zeta<z<\zeta+l$, and growth moves the step towards $+z$. Atoms arrive at flux $F$, diffuse with diffusivity $D$ and do not desorb. They attach quickly from the lower terrace and, in this model, not at all from the upper one (an infinite Ehrlich–Schwoebel barrier). Diffusion is quasi-static, so the adatom density $c$ obeys

$$D(c_{xx}+c_{zz})+F=0 .$$

Let $m=\zeta_x$. Since the limits of integration depend on $x$,

$$\partial_x\!\int_\zeta^{\zeta+l}\!c_x\,dz=\int_\zeta^{\zeta+l}\!c_{xx}\,dz+m\,[c_x]_\zeta^{\zeta+l}.$$

Integrating the diffusion equation across the terrace therefore gives

$$D\,\partial_x\!\int_\zeta^{\zeta+l}\! c_x\,dz+D[c_z-mc_x]_\zeta^{\zeta+l}+Fl=0 .$$

The bracket vanishes at the far step, which takes no atoms from this terrace. At the near step the normal velocity is $\Omega D(c_z-mc_x)/\sqrt{1+m^2}$, with $\Omega$ the atomic area. The velocity along $z$ at fixed $x$ is larger by $\sqrt{1+m^2}$, so

$$V_0+\zeta_t=\Omega Fl+\Omega D\,\partial_x\!\int_\zeta^{\zeta+l}\!c_x\,dz .$$

Averaged over a period, the derivative vanishes. Choosing $V_0=\Omega Fl$ leaves the mean of $\zeta$ constant, before any long-wave approximation.

## The flux at finite slope

Now let the meander wavelength $\lambda$ be much larger than $l$, with $m$ allowed to be of order one. Put $u=z-\zeta$. At fixed $z$ the $x$ derivative becomes $\partial_x-m\partial_u$. The problem is linear in its two sources, which can be treated separately.

**Deposition.** With $c=0$ at the step, the leading equation is $(1+m^2)c_{uu}=-F/D$, with $c_u=0$ at $u=l$. Hence

$$c=\frac{F}{D(1+m^2)}\left(lu-\frac{u^2}{2}\right),\qquad
\int_0^l(c_x-mc_u)\,du\simeq-m\,c(l)=-\frac{Fl^2m}{2D(1+m^2)} .$$

The omitted $c_x$ term is smaller by order $l/\lambda$.

**Capillarity.** The density at the step is $c_s=c_{eq}(1-\Gamma\kappa)$, where

$$\kappa=\partial_x\frac{m}{\sqrt{1+m^2}},\qquad \Gamma=\frac{\Omega\tilde\gamma}{kT},$$

and $\tilde\gamma$ is the step stiffness, taken as isotropic. A bulge towards $+z$ has $\kappa<0$ and so a raised density. At leading order $c_u$ is independent of $u$, and the no-flux condition $(1+m^2)c_u=mc_s'$ fixes it. The integral is

$$l\left(c_s'-\frac{m^2c_s'}{1+m^2}\right)=\frac{l\,c_s'}{1+m^2}=-\frac{l\,c_{eq}\Gamma\kappa_x}{1+m^2}.$$

Adding the two parts,

$$\boxed{\zeta_t=-\partial_xJ,\quad J=\frac{\alpha m+\beta\kappa_x}{1+m^2}},\qquad
\alpha=\frac{\Omega Fl^2}{2},\quad \beta=\Omega Dc_{eq}\Gamma l .$$

This was tested against a two-dimensional solution of the terrace problem for a sinusoidal step of maximum slope 0.8. Relative to the peak of each predicted term, the largest error of the deposition term was 0.0128 at $\lambda/l=400$ and 0.0063 at 800; for the capillary term it was 0.0077 and 0.0035. Removing the part linear in $l/\lambda$ left 0.0002 and 0.0008.

## The growth rate to be reproduced

For small slopes $J\simeq\alpha\zeta_x+\beta\zeta_{xxx}$, so a mode $e^{iqx+\sigma t}$ has

$$\sigma=\alpha q^2-\beta q^4 .$$

Setting $d\sigma/d(q^2)=0$ gives the fastest mode, $q^2=\alpha/2\beta$, with $\sigma_{max}=\alpha^2/4\beta$. Modes with $q^2>\beta^{-1}\alpha$ decay.

Is the in-phase train the right one to follow? Let neighbouring steps differ by a phase $\varphi$, and perturb the flat-step profile $c_0=c_{eq}+F(lz-z^2/2)/D$ by $c_1(z)$ per unit displacement. Expanding the boundary conditions about the flat steps gives

$$c_1(0)=c_{eq}\Gamma q^2-\frac{Fl}{D},\qquad c_1'(l)=\frac FD e^{i\varphi}.$$

The solution of $c_1''=q^2c_1$ has

$$c_1'(0)=\frac{c_1'(l)}{\cosh ql}-q\,c_1(0)\tanh ql .$$

The step velocity is $\sigma=\Omega D[c_1'(0)-F/D]$, whose real part is

$$\mathrm{Re}\,\sigma=\Omega F\left[ql\tanh ql+\frac{\cos\varphi}{\cosh ql}-1\right]-\frac{\beta}{l}q^3\tanh ql .$$

It is largest at $\varphi=0$, which supports the in-phase choice in the linear stage. For $ql\ll1$ the bracket becomes $(ql)^2-(ql)^2/2$, which restores $\alpha q^2$. With $l=D=\Omega=F=1$, $c_{eq}\Gamma=0.3$ and $q=0.7$, the terrace solution and this formula both gave $0.15757$ in phase and $-1.43584$ in antiphase.

## What goes wrong with the direct discretization

Measure lengths in $\sqrt{\beta/\alpha}$ and time in $\beta/\alpha^2$. Both coefficients become one, and $\sigma=q^2-q^4$. Carrying out the outer derivative gives

$$\zeta_t=-\frac{1-m^2}{(1+m^2)^2}\zeta_{xx}-\frac{\kappa_{xx}}{1+m^2}+\frac{2m\,\zeta_{xx}\kappa_x}{(1+m^2)^2}.$$

The direct scheme replaces every derivative here by a centred difference. The product rule used in the expansion does not hold for these differences, so their sum over the period need not vanish. For $\zeta=1.2\cos kx+0.4\cos2kx$, with period 12 and 64 points, the mean moved at a rate of $9.5\times10^{-5}$ in scaled units. That is an instantaneous rate on one mesh, and it is small. The objection is that it is a false source of atoms, whose accumulated effect depends on mesh and profile, and that the mean can no longer serve as a strict check.

The cure is to difference one flux per face. Let $\zeta_i$ be the average over cell $i$ of width $h$, and compute in order

$$m_{i+1/2}=\frac{\zeta_{i+1}-\zeta_i}{h},\qquad s=\frac{m}{\sqrt{1+m^2}},\qquad \kappa_i=\frac{s_{i+1/2}-s_{i-1/2}}{h},$$

$$J_{i+1/2}=\frac{m_{i+1/2}+(\kappa_{i+1}-\kappa_i)/h}{1+m_{i+1/2}^2},\qquad \dot\zeta_i=-\frac{J_{i+1/2}-J_{i-1/2}}{h}.$$

Each face flux leaves one cell and enters the next, so the periodic sum is zero whatever the accuracy of $J$. For the same profile and mesh the mean rate was $3.5\times10^{-18}$, which is rounding error.

Conservation alone does not give the right growth rate. On a mode, the discrete second derivative replaces $q^2$ by

$$Q^2=\frac{4}{h^2}\sin^2\frac{qh}{2}\simeq q^2\left(1-\frac{q^2h^2}{12}\right),$$

so the rate becomes $Q^2-Q^4$, with leading error $-(1-2q^2)q^4h^2/12$. This vanishes at the fastest mode, $q^2=1/2$. A test at that wavelength alone would therefore flatter the scheme, and other modes are needed. Five were run together at amplitude $10^{-5}$ for two time units, with step 0.02 and period $8\pi$. Three of them show the pattern:

| $q$ | 128 cells | 256 cells | $q^2-q^4$ |
|---|---|---|---|
| 0.50 | 0.18740 | 0.18748 | 0.18750 |
| 1.00 | 0.00320 | 0.00080 | 0.00000 |
| 1.25 | −0.86234 | −0.87476 | −0.87891 |

At $q=1$ the predicted error is $h^2/12=0.0032$ on the coarser mesh, as found. Halving $h$ reduced the largest error among the five by a factor of 3.99.

## Why the time step must be implicit, and which one

The shortest mesh wave has $Q^2=4/h^2$ and decays at a rate close to $16/h^4$. Explicit Euler multiplies it by $1-16\Delta t/h^4$ per step, so stability needs $\Delta t<h^4/8$. With 128 cells across one fastest wavelength, $2\pi\sqrt2=8.89$, we have $h=0.069$ and $\Delta t<3\times10^{-6}$, although the meander itself changes over a time of order four.

An implicit step removes this limit, but the choice still matters. The trapezoidal rule multiplies very stiff modes by nearly $-1$, so mesh-scale noise persists. A two-stage rule that damps them is

$$y_1=y_0+\gamma\Delta t f(y_1),\qquad
y_2=y_0+(1-\gamma)\Delta t f(y_1)+\gamma\Delta t f(y_2),$$

where $y_2$ is the new solution. For $f=\sigma y$ and $w=\sigma\Delta t$, the first stage gives $y_1=y_0/(1-\gamma w)$. Inserting this in the second,

$$\frac{y_2}{y_0}=\frac{(1-\gamma w)+(1-\gamma)w}{(1-\gamma w)^2}=\frac{1+(1-2\gamma)w}{(1-\gamma w)^2}
=1+w+(2\gamma-\gamma^2)w^2+\dots$$

Second order requires $2\gamma-\gamma^2=1/2$, and the root below one is $\gamma=1-1/\sqrt2$. The factor tends to zero as $w\to-\infty$, so stiff waves are damped. It has a pole at $\gamma w=1$: for growing modes the step must satisfy $\gamma\sigma_{max}\Delta t<1$, and accuracy asks for a much smaller value. Being implicit does not allow the instability itself to be stepped over.

Each stage is a nonlinear system $y-\gamma\Delta t f(y)=b$, where $b$ collects known terms. Does an unfinished iteration spoil conservation? Newton's correction $\delta$ obeys

$$(I-\gamma\Delta t\,A)\,\delta=b+\gamma\Delta t f(y)-y,\qquad A=\frac{\partial f}{\partial y}.$$

The components of $f$ sum to zero for every $y$, so each column of $A$ also sums to zero. Summing the equations gives $\sum\delta_i=\sum(b_i-y_i)$. The updated iterate $y+\delta$ thus has the mean of $b$, which is the mean of the old solution because the flux terms in $b$ sum to zero. This holds in exact arithmetic for every full Newton iterate. In a test on the profile above, with $\gamma\Delta t=0.5$, a single update changed the mean by $6\times10^{-17}$ while the equations were still unsatisfied by 0.07. The reverse also follows: a conserved mean is no evidence that Newton has converged, and the correction size must be monitored separately.

Nor does it show that the nonlinear flux is right. For that, a profile starting from $0.2\cos kx+0.05\cos(2kx+0.5)$, period 12, was followed for ten time units with $\Delta t=0.05$ and compared with a 65-point Fourier solution advanced by a different implicit integrator. The largest differences were $6.1\times10^{-3}$, $1.5\times10^{-3}$ and $3.7\times10^{-4}$ for 32, 64 and 128 cells, as expected at second order; the final maximum slope was 0.70. On 64 cells, steps of 0.4 and 0.2 differed from the 0.05 run by $3.0\times10^{-4}$ and $7.3\times10^{-5}$, again second order.

## A copper-like surface at 500 K

Take rough values in the regime of vicinal Cu(001): atomic spacing about 0.26 nm (entered as $a=0.2556$ nm, where the extra digits only fix the arithmetic), $l=15a=3.834$ nm, deposition at 0.1 ML/s, attempt rate $\nu=3\times10^{12}$ s$^{-1}$, and energies of 0.40 eV for diffusion, 0.60 eV for adatom formation and 0.13 eV for a kink. With $kT=0.0431$ eV (kept unrounded in the calculation),

$$D=a^2\nu e^{-0.40/0.0431}=1.82\times10^7\ \mathrm{nm^2/s},\qquad \Omega c_{eq}=e^{-0.60/0.0431}=8.96\times10^{-7}.$$

For the stiffness, let the step jump by $n$ atoms per column with weight $e^{-E_k|n|/kT}$. Equating its random-walk variance per length to that of an elastic line, $kT/\tilde\gamma$, gives $\tilde\gamma a/kT=1/\langle n^2\rangle=2\sinh^2(E_k/2kT)=9.24$, so $\Gamma=9.24a=2.36$ nm. Then

$$\alpha=\tfrac12(0.1)(3.834)^2=0.735\ \mathrm{nm^2/s},$$
$$\beta=(1.82\times10^7)(8.96\times10^{-7})(2.36)(3.834)=148\ \mathrm{nm^4/s}.$$

The fastest wavelength is $2\pi\sqrt{2\beta/\alpha}=126$ nm, and the amplitude grows by a factor $e$ in $4\beta/\alpha^2=1094$ s, or 109 ML. One such wavelength was started with amplitude $a$ and a second harmonic of $0.2a$, on 128 cells with a step of 0.1 scaled units (27 s). Over the first 1094 s its fundamental grew at $9.137\times10^{-4}$ s$^{-1}$, against $9.138\times10^{-4}$ from the formula.

| time (s) | half peak-to-valley (nm) | maximum slope |
|---|---|---|
| 0 | 0.26 | 0.015 |
| 2189 | 1.88 | 0.094 |
| 4377 | 12.7 | 0.67 |
| 6566 | 38.0 | 2.4 |
| 8754 | 59.7 | 3.5 |

At the listed times the mean was displaced by less than $6\times10^{-15}$ nm. This run is not a sharp test of conservation. The second harmonic decays, and the remaining profile changes sign under a shift by half a period. For such a profile the false source of the direct scheme cancels by symmetry, and that scheme moves the mean here by only about $3\times10^{-12}$ nm on 128 points. Using 64 cells instead of 128 shifted the height by 0.09% at 4377 s and by 0.01% at the final time, near which the mesh error happens to change sign.

Growth slows because the deposition flux $m/(1+m^2)$ peaks at $m=1$: its contribution to $\zeta_t$, $-\alpha(1-m^2)\zeta_{xx}/(1+m^2)^2$, amplifies at smaller slopes and smooths at larger ones. On flanks with $m\gg1$ and negligible capillarity, $\zeta_t=\alpha\zeta_{xx}/\zeta_x^2$. Describing the flank as $x(\zeta,t)$, we use $\zeta_t=-x_t/x_\zeta$, $\zeta_x=1/x_\zeta$ and $\zeta_{xx}=-x_{\zeta\zeta}/x_\zeta^3$ to obtain

$$x_t=\alpha x_{\zeta\zeta}.$$

This is ordinary diffusion along the height, with natural height scale $\sqrt{\alpha t}$. The run does not meet the assumption of negligible capillarity: at the last two listed times, where the slope exceeds 2, the capillary contribution to $\zeta_t$ is larger than that of deposition, over all of that region at 6566 s and over about three quarters of it at 8754 s. Nor had it settled to a square-root law: the rate of increase of the squared half height, divided by $\alpha$, was still rising through 1.01, 1.25 and 1.39 over the last three intervals of 1094 s (half the spacing of the table).

## How far the example can be trusted

These are results of the model, not measurements on copper. The temperature was chosen to keep the wavelength well above the terrace width.

The infinite barrier is a poor approximation already in the linear stage. With an extra barrier of roughly 0.15 eV, attachment from above has a length $\ell=a(e^{0.15/0.0431}-1)=8.05$ nm. For small slopes write $c-c_{eq}=Bu-Fu^2/2D$, with $-c_u=(c-c_{eq})/\ell$ at $u=l$. This gives $B=(Fl/D)(\ell+l/2)/(\ell+l)$, hence

$$c(l)-c(0)=\frac{Fl^2}{2D}\,\frac{\ell}{\ell+l},$$

which replaces $c(l)$ in the lateral integral $-m\,c(l)$. The earlier balance still holds, because in an in-phase train each step gains from its upper side exactly what the next step takes from the terrace between them. So $\alpha$ is multiplied by $8.05/(8.05+3.83)=0.68$. Diffusion along the step edge carries a lateral current in a strip of width $a$, beside the terrace current of width $l$. With the same attempt rate and a rough total activation energy (formation plus hopping) of 0.90 eV, it adds to $\beta$ the fraction $(a/l)e^{(0.40+0.60-0.90)/0.0431}=0.68$. Together they raise the fastest wavelength to 198 nm and cut the growth rate to $2.5\times10^{-4}$ s$^{-1}$, so the film thickness per factor $e$ rises from 109 to 400 ML. For these inputs the ideal model makes this thickness too small by a factor of 3.7. The corrected value is itself uncertain: changing either the extra barrier or the edge-diffusion energy by 0.05 eV moves it to between about 240 and 1300 ML.

A further effect is left out altogether: a barrier for edge atoms rounding kinks. It sends atoms uphill along the step and so drives a meander of its own. Thermal kinks here are about $d=2.7$ nm apart. If no edge atom could round a kink, the resulting current at small slope would be roughly $2d^2/(al)$ times $\alpha m$, a factor of order ten. The real barrier is finite and its effect smaller, but it need not be negligible. The present model therefore cannot by itself explain meanders on real copper or set a thickness limit for it.

Other effects divide by stage. In the linear stage, finite $ql=0.19$ lowers the rate by only 0.6%. At slope 0.8 and $\lambda/l=33$, however, the terrace solution departs from the deposition term by about 16% of its peak and from the capillary term by about 19%. The second figure is about twice what the linear trend from long wavelengths would give, so higher orders in $l/\lambda$ already matter. Island formation is negligible in this stage. Deposition raises the adatom density above equilibrium by at most the fraction $\alpha/(\Omega Dc_{eq})=0.045$. A square island with an edge energy of 0.13 eV per atomic spacing can then grow only if its side exceeds $2(0.13)a/(0.0431\ln1.045)\approx35$ nm, far more than the terrace width. The nucleation length of 9.6 nm in the numerical output assumes that dimers never break up, and does not apply here. Desorption is negligible: with a binding energy of roughly 3 eV, the diffusion length before desorption is $3\times10^{12}$ nm. At the final time $\Gamma|\kappa|$ reaches 0.16, so the next term of the exponential Gibbs–Thomson law is about 8% of the linear one.

The steep stage has a more serious limit. In the same kink model, $\tilde\gamma a/kT$ falls from 9.2 for a straight step to 1.4 at 45°. Much of this fall comes early. In that model $\tilde\gamma a/kT$ is $(1+m^2)^{3/2}$ divided by the variance of $n$, which is roughly $m(1+m)$ once kinks of one sign dominate; the stiffness is already about 30% below its straight-step value at $m=0.1$, and about 70% below it at $m=0.3$. The profiles beyond a slope of about 0.1 therefore illustrate the isotropic equation. Using them for a real surface would require an orientation-dependent $\Gamma$ inside the gradient, $c_s=c_{eq}[1-\Gamma(m)\kappa]$. The face-flux form and its conservation proof carry over unchanged.

## Table of computed values

```
TERRACE PROBLEM (l = D = Omega = F = 1)
rate ql=0.7 in phase: solver 0.157573 formula 0.157573
rate ql=0.7 antiphase: solver -1.435837 formula -1.435837
finite barrier rate/q^2: 0.18333 formula 0.18333
growth term rel. error, lambda/l=400, 800, extrapolated: 0.0128 0.0063 0.00018
capillary term rel. error, lambda/l=400, 800, extrapolated: 0.0077 0.0035 0.00075
ALGORITHM (scaled units)
one Newton update: mean change 6.4e-17, residual 7.4e-02
mean drift rate: finite volume 3.5e-18, expanded form 9.5e-05
q, rate N=128, rate N=256, q^2-q^4
  0.25 0.05858 0.05859 0.05859
  0.50 0.18740 0.18748 0.18750
  0.75 0.24622 0.24613 0.24609
  1.00 0.00320 0.00080 0.00000
  1.25 -0.86234 -0.87476 -0.87891
largest rate error ratio on halving h: 3.99
nonlinear error N=32,64,128: 6.10e-03 1.49e-03 3.68e-04
largest slope in that run: 0.698
time error dt=0.4, 0.2: 3.04e-04 7.27e-05
EXAMPLE, rough Cu(001)-like values
T = 500 K, kT = 0.04309 eV, F = 0.1 ML/s
a = 0.2556 nm, l = 3.834 nm, attempt rate = 3e+12 1/s
E diffusion, adatom, kink = 0.4, 0.6, 0.13 eV
E barrier, edge, binding = 0.15, 0.9, 3.0 eV
D = 1.821e+07 nm^2/s, equilibrium coverage = 8.959e-07
Gamma = 2.362 nm, V0 = 0.3834 nm/s
alpha = 0.7350 nm^2/s, beta = 147.78 nm^4/s
length unit = 14.180 nm, time unit = 273.58 s
fastest wavelength = 126.00 nm
max rate = 9.1382e-04 1/s, solver 9.1367e-04 1/s
e-folding time = 1094.3 s, film 109.4 ML
time s, half height nm, max slope, mean drift nm
  0 0.256 0.015 0.0e+00
  1094 0.694 0.035 2.5e-17
  2189 1.884 0.094 3.1e-17
  3283 5.059 0.255 9.8e-17
  4377 12.682 0.671 1.7e-16
  5472 25.168 1.492 2.7e-15
  6566 38.030 2.360 5.2e-15
  7660 49.497 2.989 2.0e-15
  8754 59.733 3.533 1.8e-15
d(half height^2)/dt/alpha, last 3: 1.011 1.248 1.390
final height shift, N=64 to 128: 0.010 %
NEGLECTED EFFECTS
barrier length = 8.05 nm, alpha factor = 0.677
edge diffusion / terrace part of beta = 0.679
with both: wavelength 198.4 nm, rate 2.50e-04 1/s
ql = 0.1912, any-wavelength rate = 9.0833e-04 1/s
nucleation length = 9.59 nm
desorption length = 3.2e+12 nm
Gamma*max curvature, final = 0.158
stiffness a/kT: straight 9.241, at 45 deg 1.401
```
